# Ion Path Length with Constant Nuclear and Velocity-Proportional Electronic Stopping, part 2

An ion enters a uniform, amorphous solid with kinetic energy $E_0$ and slows to rest. Let $s$ be the distance travelled along the track, $E$ the energy there, and $S(E)$ the mean energy lost per unit path, with the loss treated as continuous:

$$\frac{dE}{ds}=-S(E),\qquad S(E)=A+B\sqrt E,\qquad A>0,\quad B>0. \tag{1}$$

The constant $A$ represents nuclear stopping (elastic collisions with target atoms), and $B\sqrt E$ represents electronic stopping. Energies are in keV and lengths in nm, so $A$ is in keV/nm and $B$ in keV$^{1/2}$/nm.

The path length to rest is

$$R=-\int_{E_0}^{0}\frac{dE}{S(E)}=\int_0^{E_0}\frac{dE}{A+B\sqrt E}. \tag{2}$$

The two parts of the stopping power are equal at the crossover energy

$$E_c=\left(\frac AB\right)^2, \tag{3}$$

and the reduced initial speed is

$$u=\sqrt{\frac{E_0}{E_c}}=\frac{B\sqrt{E_0}}{A}. \tag{4}$$

The integral gives the range formula, in two forms:

$$R=\frac{2E_c}{A}\,\big[u-\ln(1+u)\big], \tag{5}$$

$$R=\frac2B\left[\sqrt{E_0}-\frac AB\ln\!\left(1+\frac{B\sqrt{E_0}}{A}\right)\right]. \tag{6}$$

It satisfies $dR/dE_0=1/S(E_0)$. With electronic stopping alone, the path would be $R_{\mathrm e}=2\sqrt{E_0}/B$.

The model has two main limits. Real nuclear stopping rises with energy, passes through a broad maximum and then falls, so a constant $A$ is only an average over a limited window, and the low-energy end of the track is doubtful. The electronic part is a low-velocity law. A cautious yardstick for its limit is the Bohr velocity, about 2190 nm/ps; the usual estimate is $Z_1^{2/3}$ times this, where $Z_1$ is the atomic number of the ion.

The numerical example has $A=0.2$ keV/nm, $B=0.02$ keV$^{1/2}$/nm and $E_0=100$ keV, hence $E_c=100$ keV, $u=1$ and $R=306.9$ nm. The last 1 keV accounts for 4.7 nm of this path, about 1.5%.

### 9. Where the logarithm comes from

The integral produced the logarithm without saying what it means. The equation of motion does. Let $M$ be the mass of the ion, $v$ its speed and $t$ the time. For a non-relativistic ion, $E=Mv^2/2$. Differentiating along the path and using $ds=v\,dt$,

$$\frac{dE}{ds}=Mv\frac{dv}{ds}=M\frac{dv}{dt}.$$

The energy loss per unit path is therefore the retarding force along the track. The electronic part of this force is proportional to speed, because

$$B\sqrt E=B\sqrt{\frac M2}\;v=bv,\qquad b=B\sqrt{\frac M2}.$$

The equation of motion is then linear in $v$:

$$M\frac{dv}{dt}=-A-bv. \tag{9}$$

The nuclear part acts like dry friction, with a constant force, and the electronic part like viscous drag. Equation (9) concerns the speed only. It holds on a bent track too, since a change of direction at fixed speed leaves the kinetic energy unchanged.

To find the stopping time $T$, separate the variables and integrate from the initial speed $v_0=\sqrt{2E_0/M}$ down to zero:

$$T=\int_0^{v_0}\frac{M\,dv}{A+bv}=\frac Mb\Big[\ln(A+bv)\Big]_0^{v_0}=\frac Mb\ln\!\left(1+\frac{bv_0}{A}\right).$$

The drag at the start is

$$bv_0=B\sqrt{\frac M2}\sqrt{\frac{2E_0}M}=B\sqrt{E_0},$$

so $bv_0/A=u$ and

$$T=\frac Mb\ln(1+u). \tag{10}$$

This is the same logarithm as in the path length. To see how it gets there, integrate equation (9) over the whole motion. The left side gives $M(0-v_0)$. On the right, the constant force gives $-AT$, and the drag gives $-b\int_0^Tv\,dt=-bR$, because the integral of the speed over time is the path length. Therefore

$$Mv_0=AT+bR,\qquad R=\frac{Mv_0}b-\frac AbT. \tag{11}$$

The first term is

$$\frac{Mv_0}{b}=\frac{\sqrt{2ME_0}}{B\sqrt{M/2}}=\frac{2\sqrt{E_0}}B,$$

and the second is

$$\frac AbT=\frac{AM}{b^2}\ln(1+u)=\frac{AM}{B^2M/2}\ln(1+u)=\frac{2A}{B^2}\ln(1+u).$$

Together they reproduce the formula for $R$. The logarithm is the stopping time in disguise. The constant nuclear force takes away an amount $AT$ of the initial $Mv_0$, and what remains is available to be spent against drag over the distance $R$. On a bent track, $Mv$ here means mass times speed, not a component of the momentum vector.

The mass cancels from $R$ when $E_0$, $A$ and $B$ are given. It does not cancel from the time: $M/b=\sqrt{2M}/B$, so $T$ grows as the square root of the mass. Two isotopes of equal initial energy therefore have equal path lengths if they share the same $A$ and $B$, but in general they do not share them. If the electronic force at a given speed is the same for both, they have the same $b$, and $B=b\sqrt{2/M}$ is then smaller for the heavier one. The coefficient $A$ can differ too, because the energy passed on in an elastic collision depends on the mass of the ion.

If $A$ tends to zero at fixed $E_0$, $u$ grows without limit and so does $T$, while $R$ tends to $2\sqrt{E_0}/B$. With drag alone the speed decays exponentially, and the ion needs infinite time to cover a finite path. In this model, the constant force is what brings it to rest in a finite time.

For the example, let the mass be 30 atomic mass units, which is $3.109\times10^{-4}$ keV ps$^2$/nm$^2$. The initial speed is

$$v_0=\sqrt{\frac{2\times100}{3.109\times10^{-4}}}\ \text{nm/ps}=802\ \text{nm/ps},$$

well below the Bohr velocity of 2188 nm/ps. The drag coefficient is $b=2.494\times10^{-4}$ keV ps/nm$^2$, so $M/b=1.247$ ps and

$$T=1.247\times0.6931\ \text{ps}=0.864\ \text{ps}.$$

This time depends more on the doubtful end of the track than the path length does. By equation (10), the last 1 keV, with $u=0.1$, takes $1.247\ln1.1=0.119$ ps. That is about 14% of the time, but only 1.5% of the path. Since real nuclear stopping falls towards zero at low energy, $T$ is a property of the model and not a reliable estimate for a real ion.

In keV ps/nm, the terms of equation (11) are $Mv_0=0.2494$, $AT=0.1729$ and $bR=0.0765$. The constant force removes more than twice as much of $Mv_0$ as the drag does, although the two forces were equal at the start. The drag weakens as the ion slows, and the constant force does not.

### 10. How the energy is shared

The nuclear loss per unit path is $A$ everywhere on the track. The total nuclear loss is therefore $AR$, and by conservation of energy the electronic loss is $E_0-AR$. The nuclear fraction is

$$f_{\mathrm n}=\frac{AR}{E_0}=\frac{2E_c}{E_0}\big[u-\ln(1+u)\big]=\frac{2\,[u-\ln(1+u)]}{u^2}, \tag{12}$$

where $E_0=E_cu^2$ was used in the last step.

In the example, $AR=0.2\times306.9=61.4$ keV goes into nuclear stopping and 38.6 keV into electronic stopping. Nuclear stopping takes more than half, although the two parts are equal at the starting energy. At every lower energy the nuclear part is the larger one.

The dependence on energy follows from an integral form. Since $u-\ln(1+u)=\int_0^u w\,dw/(1+w)$, the substitution $w=ux$ gives

$$f_{\mathrm n}=\frac2{u^2}\int_0^1\frac{ux\;u\,dx}{1+ux}=\int_0^1\frac{2x\,dx}{1+ux}.$$

For every $x>0$ the integrand decreases as $u$ grows, so the nuclear fraction decreases steadily with the initial energy. It tends to $\int_0^12x\,dx=1$ for small $u$, and equation (12) shows that it behaves as $2/u$ for large $u$.

The quantity $AR$ is the energy that the ion itself hands to target atoms. It should not be read as the energy that ends in displaced atoms. A struck atom may move through the target and lose part of its energy to electrons in turn, and equation (1) does not follow it.

### 11. The local power law

Over a narrow band of energies, a range curve can be described by a power law $R\propto E_0^{\,p}$. The exponent is the logarithmic slope

$$p=\frac{d\ln R}{d\ln E_0}=\frac{E_0}R\frac{dR}{dE_0}=\frac{E_0}{R\,S(E_0)}, \tag{13}$$

because $dR/dE_0=1/S(E_0)$. It can be bounded without using the closed formula.

For the upper bound, note that $S(E)$ rises with energy. On the whole interval, $1/S(E)\ge1/S(E_0)$, and therefore

$$R=\int_0^{E_0}\frac{dE}{S(E)}\ge\frac{E_0}{S(E_0)},\qquad\text{so}\qquad p\le1 .$$

For the lower bound, consider

$$\frac{\sqrt E}{S(E)}=\frac{1}{A/\sqrt E+B},$$

which also rises with energy. Hence $\sqrt E/S(E)\le\sqrt{E_0}/S(E_0)$, and

$$R=\int_0^{E_0}\frac{\sqrt E}{S(E)}\frac{dE}{\sqrt E}\le\frac{\sqrt{E_0}}{S(E_0)}\int_0^{E_0}\frac{dE}{\sqrt E}=\frac{2E_0}{S(E_0)},\qquad\text{so}\qquad p\ge\frac12 .$$

The exponent lies between the values of the two pure mechanisms. It approaches 1 at low energy, where $R\to E_0/A$ and $S\to A$. It approaches $1/2$ at high energy, where $R/R_{\mathrm e}\to1$ and $S/(B\sqrt{E_0})\to1$.

The limit $p\to1$ and the steady fall of $p$ with energy belong to the constant $A$. Real nuclear stopping rises with energy below its maximum, so for a real ion $p$ lies well below 1 at low energy and first increases with energy.

The following values use the same $A$, $B$ and mass as before.

| $E_0$ (keV) | $u$ | $R$ (nm) | $f_{\mathrm n}$ | $p$ | $v_0$ (nm/ps) |
|---|---|---|---|---|---|
| 25 | 0.5 | 94.5 | 0.756 | 0.882 | 401 |
| 100 | 1.0 | 306.9 | 0.614 | 0.815 | 802 |
| 400 | 2.0 | 901.4 | 0.451 | 0.740 | 1604 |

Raising the energy from 100 to 400 keV multiplies the path by $901.4/306.9=2.94$. Constant stopping alone would give a factor 4, and electronic stopping alone a factor 2. The nuclear fraction passes through one half between these two energies, and so above the crossover energy of 100 keV. The ion at 400 keV starts at about 0.73 of the Bohr velocity, which the low-velocity law still covers. The weaker assumption in that row is the constant $A$: for phosphorus, of similar mass, in silicon, nuclear stopping at 400 keV has fallen to about 40% of its maximum.

### 12. Sensitivity to the two coefficients

The exponent $p$ also tells how an error in $A$ or $B$ passes into the path length. Write $R=(2A/B^2)\,g(u)$ with $g(u)=u-\ln(1+u)$. At fixed $A$ and $B$, $R$ is proportional to $g$, and $E_0$ is proportional to $u^2$. Thus $d\ln E_0=2\,d\ln u$, and

$$p=\frac12\frac{d\ln g}{d\ln u},\qquad\text{or}\qquad\frac{d\ln g}{d\ln u}=2p .$$

Now hold $E_0$ fixed. Since $u=B\sqrt{E_0}/A$, a relative increase of $A$ lowers $u$ by the same relative amount, and a relative increase of $B$ raises it. With the prefactor $A/B^2$ included,

$$\frac{\partial\ln R}{\partial\ln A}=1-2p,\qquad\frac{\partial\ln R}{\partial\ln B}=-2+2p. \tag{14}$$

The two add to $-1$, as they should: raising both coefficients by the same small percentage lowers the path by that percentage. At 100 keV, $p=0.815$ gives $-0.63$ for $A$ and $-0.37$ for $B$. To first order, an $A$ that is 10% too large makes the path about 6% too short, and a $B$ that is 10% too large makes it about 4% too short.

### 13. Energy left along the track

What energy remains after a path $s$? The loss depends on the present energy alone, not on the earlier history. The remaining path $R-s$ is therefore the full path length of an ion that starts with energy $E(s)$. Write $E(s)=E_cq^2$ with $q\ge0$. The range formula then says

$$q-\ln(1+q)=y,\qquad y=\frac{A(R-s)}{2E_c}. \tag{15}$$

To solve for $q$, set $V=1+q$. Then $V-\ln V=1+y$, or $\ln V-V=-(1+y)$. Taking the exponential and changing the sign gives

$$-V\,e^{-V}=-e^{-1-y}.$$

The Lambert function $W(x)$ is defined by $We^W=x$, so $-V=W(-e^{-1-y})$. For $y>0$ there are two real branches. The upper one has $W>-1$ and would give $V<1$, hence a negative $q$. The lower one, $W_{-1}$, has $W<-1$ and gives a positive $q$. Therefore

$$E(s)=E_cq^2,\qquad q=-1-W_{-1}\!\left(-e^{-1-y}\right). \tag{16}$$

At $y=0$ the branches meet at $W=-1$, and the energy is zero, as it should be at the end of the track. Just before the end, $y$ is small and $q-\ln(1+q)\approx q^2/2$. This gives $q^2\approx2y$ and $E\approx A(R-s)$: in the model, the last part of the track is governed by the constant nuclear force. Real nuclear stopping falls towards zero at low energy, so this linear law should not be applied to the very end of a real track.

In the example, half the path is 153.4 nm, so $y=0.2\times153.4/200=0.1534$. Evaluating the Lambert function numerically gives $E=43.6$ keV. The first half of the path thus takes 56.4 keV and the second 43.6 keV. Nuclear stopping takes the same amount in each half, $0.2\times153.4=30.7$ keV. The electronic part takes the rest: with the subtraction done before rounding, this is 25.7 keV in the first half and 13.0 keV in the second. The nuclear share of the stopping power has risen from 0.50 at the start to 0.60 at half the path.

Equation (16) also treats a target made of layers. If the ion covers a path $s_1$ in the first layer and leaves it with energy $E_1>0$, its further path in a thick second layer is given by the range formula with $E_0$ replaced by $E_1$ and with the coefficients of the second material. The length $s_1$ is measured along the track. It equals the layer thickness if the ion crosses the layer in a straight line at normal incidence; otherwise it is longer.

### 14. From path length to implanted profile

Let $\theta(s)$ be the angle between the direction of motion and the inward surface normal. The final depth of an ion with path length $R$ is

$$z=\int_0^R\cos\theta(s)\,ds\le R, \tag{17}$$

because the cosine does not exceed one. Equality requires a straight track along the normal. The stopping power says nothing about $\theta$, so the formula for $R$ supplies an upper bound on the depth in this model and not the depth itself. The mean depth, called the projected range, requires the mean of $\cos\theta$ along the track, and hence the angular distribution of the collisions.

The width of the profile is missing as well. It comes from the spread in energy loss and from the spread in direction. The first was removed when the losses were replaced by their mean, and the second never entered equation (1), which does not contain the direction of motion. The formula can therefore not be used alone to choose the thickness of an implantation mask. A layer thicker than $R$, computed with the coefficients of the mask material, would stop every ion of the model, but in a real implantation some ions lose less energy than the mean and travel farther. A safe thickness must include that tail.

Within these limits, the closed form shows how the path length depends on energy and on the two coefficients. It is most dependable when the energies that contribute most of the path lie in the window where a constant $A$ is a fair average, and when the initial speed satisfies the low-velocity condition. For the common dopants in silicon, this window ends near or below the energy at which nuclear and electronic stopping are equal. At $u\ge1$, $A$ is therefore an average over a falling function, and it depends on the initial energy.
